# Energy Release Rate for Peeling an Inextensible Film

**Q.** I pull a strip of film off a flat plate and read the force. You say that this force measures the energy needed to separate the interface. A force is not an energy per area. What connects them?

**A.** The distance the load travels along its own direction while a given area comes free. Let the strip have width $b$, and let the pull have constant magnitude $P$ and constant direction. When the peel front advances by $da$, an area $b\,da$ is separated. If separation costs an energy $\Gamma$ per unit area, the cost is $\Gamma b\,da$. We need the work done by $P$ during the same advance.

I start with the simplest film: it cannot stretch, it bends freely, and it has no weight. The plate is rigid, and the motion is slow enough for kinetic energy to be ignored. Each of these assumptions can be questioned later.

**Q.** You will need an angle. Measured from where?

**A.** From the straight continuation of the film beyond the front. Put the plate along the $x$ axis, with the film still bonded at $x>a$. The free end was originally at $x=0$, so the free arm has length $a$. If it had been separated without being moved, it would point from the front towards negative $x$. That direction is $\theta=0$. A pull normal to the plate has $\theta=90^\circ$, and a film folded back over its bonded part has $\theta=180^\circ$. The unit vector along the pull is

$$\mathbf e=(-\cos\theta,\ \sin\theta).$$

**Q.** That is the direction of the force. Why should the arm point the same way?

**A.** Let the arm make some other angle $\beta$, measured in the same way. Its end is then at $(a-a\cos\beta,\ a\sin\beta)$. The potential energy of a constant load is minus the force times the displacement along it:

$$\Pi=-P\left[-a\cos\theta\,(1-\cos\beta)+a\sin\theta\sin\beta\right].$$

Multiplying out and using $\cos\theta\cos\beta+\sin\theta\sin\beta=\cos(\theta-\beta)$ gives

$$\Pi=-Pa\left[\cos(\theta-\beta)-\cos\theta\right].$$

At fixed $a$ this is lowest when $\beta=\theta$. The flexible arm therefore lines up with the pull.

**Q.** Then the work should come from the normal component, $P\sin\theta$, since that is what lifts the film.

**A.** Try that at $180^\circ$. The normal component is zero, yet the load still moves as the film is folded back. The work has to be found from the motion of the point where the load acts. With $\beta=\theta$ that point is at

$$\mathbf r=(a-a\cos\theta,\ a\sin\theta).$$

At fixed $\theta$, an advance $da$ moves it by

$$d\mathbf r=(1-\cos\theta,\ \sin\theta)\,da.$$

The component along the pull is

$$\mathbf e\cdot d\mathbf r=\left[-\cos\theta+\cos^2\theta+\sin^2\theta\right]da=(1-\cos\theta)\,da.$$

The two terms have separate meanings. The arm becomes longer by $da$, which gives the 1. The front, from which the arm starts, moves by $da$ in the $+x$ direction, whose component along the pull is $-\cos\theta$.

**Q.** So the balance is now one line?

**A.** Yes. The load does work $P(1-\cos\theta)\,da$. The film in this model stores nothing, so at the threshold all of that work pays for the new area:

$$P(1-\cos\theta)\,da=\Gamma b\,da.$$

It helps to separate what the loading supplies from what the interface demands. The energy release rate is the fall in mechanical energy per unit new area, with the interface energy left out of $\Pi$:

$$G=-\frac1b\frac{d\Pi}{da}=\frac Pb(1-\cos\theta).$$

Slow peeling requires $G=\Gamma$, hence

$$P=\frac{b\,\Gamma}{1-\cos\theta}.$$

At $90^\circ$, $G=P/b$. At $180^\circ$, $G=2P/b$, because the load moves twice as far as the front. At $0^\circ$, $G=0$: an inextensible film pulled along itself does not let the load move.

**Q.** Give me numbers.

**A.** Take a low-tack polyester protective film on glass, with rough typical values: thickness 50 µm, width 25 mm, and a force of 0.10 N at $90^\circ$. Then

$$\Gamma=\frac{0.10\ \text{N}}{0.025\ \text{m}}\times1=4.0\ \text{J/m}^2.$$

Peeling 10 mm moves the load by 10 mm along the pull, so the work is 1.0 mJ. The separated area is 250 mm², and their ratio is again 4.0 J/m².

If $\Gamma$ is held fixed, the force at $60^\circ$ is $0.10/0.5=0.20$ N, and at $180^\circ$ it is $0.10/2=0.050$ N. At $30^\circ$, where $1-\cos\theta=0.134$, it is 0.75 N. Compared with $90^\circ$, folding the film back halves the force but doubles the travel along the pull, so the work per area is unchanged.

**Q.** You held the force constant. My machine controls the position of a grip. If the grip is at rest, the external work is zero. Where does the energy come from?

**A.** From elastic energy stored between the grip support and the front. For a film that neither stretches nor resists bending, this can only be in the machine. Represent it by a spring of stiffness $k$ and natural length $l_0$, joined to the end of the film and anchored at a fixed point $(X,Y)$. Film and spring lie on one straight line from the front to the anchor, of length

$$D=\sqrt{(X-a)^2+Y^2}.$$

The spring extension is $\delta=D-a-l_0$, and the force is $P=k\delta$. Differentiating $D$,

$$\frac{dD}{da}=-\frac{X-a}{D}=\cos\theta,$$

because $(X-a)/D$ is the $x$ component of the arm direction, which is $-\cos\theta$. The stored energy $U=k\delta^2/2$ therefore changes at the rate

$$\frac{dU}{da}=k\delta\left(\frac{dD}{da}-1\right)=-P(1-\cos\theta).$$

Dividing by $-b$ gives the same $G$. The angle now changes as the front moves, but $G$ depends only on its current value and on the current force.

**Q.** Does the front stop, or does it run away?

**A.** Here it stops. The total energy is $U+\Gamma ba$. While the spring is stretched, its second derivative is

$$k\left(\frac{d\delta}{da}\right)^2+k\delta\,\frac{d^2D}{da^2},\qquad \frac{d^2D}{da^2}=\frac1D-\frac{(X-a)^2}{D^3}=\frac{Y^2}{D^3}.$$

Both terms are positive for $Y>0$, so the equilibrium is a minimum.

For a numerical test, take $X=50$ mm, $Y=300$ mm, $l_0=200$ mm, $k=20$ N/m and the same film. Minimizing the total energy, without using the peel formula, gives $a=97.9$ mm, $\theta=80.9^\circ$ and $P=0.119$ N. Inserting this force and angle into the formula returns $G=4.00$ J/m², equal to $\Gamma$.

Under a constant load at fixed angle the situation differs. Both $G$ and $\Gamma$ are then independent of $a$, so the equilibrium is neutral. If $\Gamma$ is a constant, a load above the threshold leaves an energy surplus at every $a$, and the slow balance no longer describes the motion. If $\Gamma$ rises with peel speed, as it can for a soft adhesive, the front instead settles at the speed where $\Gamma$ equals $G$.

**Q.** A real film does not turn a sharp corner at the front. It bends, and bending stores energy. You have neglected that energy.

**A.** I did, by letting the film bend freely. With a stiff film the formula still holds if the loaded end has turned fully into the direction of the pull and the stored bending energy does not change as the front advances. Let us see when that is so.

Write $N=P/b$, and let $B$ be the bending stiffness per unit width. At distance $s$ from the front, let the film make an angle $\phi(s)$, measured like $\theta$. A rigid bond imposes $\phi(0)=0$. The component of the film direction along the pull is $\cos(\theta-\phi)$, so

$$\frac{\Pi}{b}=\int_0^a\left[\frac B2\phi'^2-N\cos(\theta-\phi)\right]ds+Na\cos\theta.$$

The last term comes from the position of the front, $a$ along $x$. Making $\Pi$ stationary with respect to $\phi$ gives

$$B\phi''=-N\sin(\theta-\phi),\qquad \phi'(a)=0.$$

The end condition says that the grip applies no moment. Multiply the equation by $\phi'$. The left side is the derivative of $B\phi'^2/2$, and the right side is the derivative of $-N\cos(\theta-\phi)$. Hence

$$\frac B2\phi'^2+N\cos(\theta-\phi)=N\cos\psi_L,$$

where $\psi_L=\theta-\phi(a)$ is the remaining misalignment at the loaded end. The constant was fixed there, where $\phi'=0$.

**Q.** That gives the shape. I asked about the energy released.

**A.** Lengthen the arm by $da$ by adding a straight piece at its loaded end, keeping the rest of the shape. The piece has no bending energy and contributes $-N\cos\psi_L\,da$. The shift of the front contributes $+N\cos\theta\,da$. The true new shape differs from this trial shape by an amount of order $da$. Since $\Pi$ is stationary at equilibrium, this changes the energy only at order $da^2$. Therefore

$$G=N(\cos\psi_L-\cos\theta).$$

Now evaluate the first integral at the front, where $\phi=0$:

$$\frac B2\kappa_0^2=N(\cos\psi_L-\cos\theta)=G,\qquad \kappa_0=\phi'(0).$$

The released energy is thus also fixed by the curvature at the front.

**Q.** But this is not your formula. It contains $\psi_L$.

**A.** It becomes the formula when the arm is long. With $\psi=\theta-\phi$, the shape equation reads $B\psi''=N\sin\psi$. Far from the front $\psi$ is small, so $\psi''\approx(N/B)\psi$, and the misalignment decays over the length

$$\ell=\sqrt{B/N}.$$

For a long arm $\cos\psi_L\to1$ and $G\to N(1-\cos\theta)$.

A wide strip has $B=Eh^3/[12(1-\nu^2)]$, where $h$ is its thickness, $E$ its Young modulus and $\nu$ its Poisson ratio. With $E=4.0$ GPa and $\nu=0.35$, $B=4.75\times10^{-5}$ N m. With $N=4.0$ N/m, $\ell=3.45$ mm.

I also relaxed a discretized arm numerically at $90^\circ$ with this $N$ held fixed, and differentiated its total energy with respect to $a$. The ratio of the result to $N(1-\cos\theta)$ is 0.445 for an arm of length $\ell$, 0.986 for $3\ell$ and 1.000 for $10\ell$. A very short arm has not turned fully into the direction of the pull, and the simple formula then overstates $G$.

**Q.** And is the bending energy of the long arm really constant?

**A.** Set $\psi_L=0$ in the first integral and use $1-\cos\psi=2\sin^2(\psi/2)$:

$$\phi'=2\sqrt{\frac NB}\,\sin\frac{\theta-\phi}{2}.$$

The stored energy per unit width is

$$\int\frac B2\phi'^2\,ds=\int_0^\theta\frac B2\phi'\,d\phi=\sqrt{NB}\int_0^\theta\sin\frac{\theta-\phi}{2}\,d\phi
=2\sqrt{NB}\left(1-\cos\frac\theta2\right).$$

It does not contain $a$. The bend travels with the front, and the film behind it straightens and returns its bending energy. In the example the stored energy is 8.1 mJ/m. It has to be supplied once, when the bend is formed. Divided by 4.0 J/m², it equals the separation energy of about 2 mm of peeling. This constancy assumes constant $N$ and $\theta$. With a fixed grip the force falls as the front advances, and the bend acts as a spring, of stiffness about $P/[\ell(1-\cos(\theta/2))]\approx100$ N/m for this strip. On a machine much stiffer than that, unlike the soft 20 N/m spring used above, the released energy comes mostly from the bend. For a long arm $G=N(1-\cos\theta)$ still holds.

**Q.** The return is complete only if the film does not yield.

**A.** Correct, and the front curvature lets us check. From $G=B\kappa_0^2/2=\Gamma$ we have $\kappa_0=\sqrt{2\Gamma/B}$. The surface strain is $h\kappa_0/2$, so

$$\varepsilon_s=\frac h2\sqrt{\frac{24\,\Gamma(1-\nu^2)}{Eh^3}}=\sqrt{\frac{6\,\Gamma(1-\nu^2)}{Eh}}.$$

The example gives a radius of curvature of 2.4 mm and a surface strain of 1.0%. With a rough yield strain of 2%, the film stays elastic. Setting $\varepsilon_s$ equal to 2% gives $\Gamma\approx15$ J/m² as the estimated onset of yielding for this film.

Above that value, plastic work enters the balance. The quantity $(P/b)(1-\cos\theta)$ is then the sum, per area, of the separation energy, the plastic work and the elastic energy that residual stresses keep in the straightened film. It can no longer be read as $\Gamma$ alone. The estimate assumes a rigid bond at the front; a soft adhesive changes the local curvature.

**Q.** Your formula demands an infinite force at $\theta=0$. I can pull a strip off along its own direction with a finite one.

**A.** There inextensibility fails. Let the film have the elastic strain $\varepsilon=N/(Eh)$ in the free arm. Let the bonded film carry a tension $N_0$ per unit width, left from lamination, with strain $\varepsilon_0=N_0/(Eh)$. A bonded length $da$ has the unstretched length $da/(1+\varepsilon_0)$. Once free, its length is $da(1+\varepsilon)/(1+\varepsilon_0)$, and the load travels along the pull by

$$\left[\frac{1+\varepsilon}{1+\varepsilon_0}-\cos\theta\right]da
=\left[1-\cos\theta+\frac{\varepsilon-\varepsilon_0}{1+\varepsilon_0}\right]da.$$

Multiply by $N$ and subtract the gain in stretching energy, $\tfrac12Eh(\varepsilon^2-\varepsilon_0^2)\,da/(1+\varepsilon_0)$. For small strain the factor $1+\varepsilon_0$ can be replaced by 1. With $N=Eh\varepsilon$, the additional terms are

$$Eh(\varepsilon-\varepsilon_0)\left[\varepsilon-\frac{\varepsilon+\varepsilon_0}{2}\right]
=\frac{Eh}{2}(\varepsilon-\varepsilon_0)^2.$$

Hence

$$G=N(1-\cos\theta)+\frac{(N-N_0)^2}{2Eh}.$$

**Q.** And the force at zero angle?

**A.** Without pre-tension, $N^2/(2Eh)=\Gamma$, so $P=b\sqrt{2Eh\Gamma}$. With $Eh=2.0\times10^5$ N/m this is 32 N. At $5^\circ$ the inextensible formula gives 26 N and the stretchable film 18 N, so the simple formula is too high by 47% of the stretchable value. At $30^\circ$ both give 0.746 N. These figures hold $\Gamma$ fixed and treat the adhesive as a sharp interface without shear compliance.

**Q.** Is stretching then negligible in the $90^\circ$ measurement?

**A.** Without pre-tension, yes: the extra term is $4.0^2/(4.0\times10^5)=4.0\times10^{-5}$ J/m², or 0.001% of $\Gamma$. With a rough lamination tension of 100 N/m it is $96^2/(4.0\times10^5)=0.023$ J/m², or 0.6%. Here the tension already stored in the bonded film matters more than the stretching caused by the peel force.

**Q.** You also dropped weight and motion.

**A.** Take a horizontal plate, a vertical arm of length $a$, and a force measured at its upper end. With density $\rho$, the arm has gravitational energy $\rho gha^2/2$ per unit width. Its derivative, $\rho gha$, must be subtracted from $N$. For $\rho=1400$ kg/m³ and $a=100$ mm this is 0.069 J/m², or 1.7% of $\Gamma$.

For the motion, let the front advance at speed $v$. Freed film moves with velocity $v(1-\cos\theta,\sin\theta)$, whose square is $2v^2(1-\cos\theta)$. The kinetic energy given to each unit of new area is therefore $\rho hv^2(1-\cos\theta)$. At 5 mm/s and $90^\circ$ it is $1.8\times10^{-6}$ J/m², which is negligible here.

At $90^\circ$ an angle error of one degree matters as much as the weight. Since $dG/d\theta=N\sin\theta$, it changes the inferred energy by 0.070 J/m², again 1.7%. The relative change per radian is $\sin\theta/(1-\cos\theta)=\cot(\theta/2)$, which grows as the angle becomes smaller: at $30^\circ$ one degree changes the result by about 6.5%.

**Q.** So I may report 4.0 J/m² as the surface energy of the bond?

**A.** No. The balance gives the energy spent per unit area in the interface region, whatever it is spent on. It equals the reversible work of adhesion only if separation there dissipates nothing. A rough value for van der Waals adhesion is 0.05 J/m², and the measured energy is 80 times larger. If van der Waals forces hold this film, nearly all of $\Gamma$ is dissipated, most plausibly in deforming the soft adhesive layer.

The corrections for tension, weight and a one-degree error are each below 2% of $\Gamma$ at $90^\circ$ for the values used, whereas, if van der Waals forces hold the film, reading $\Gamma$ as the reversible work of adhesion would be wrong by a factor of about 80. The film data are rough typical values, not measurements on a particular product.

**Q.** Does that dissipation spoil the formula?

**A.** It does not spoil the accounting, provided that the dissipation is confined near the front and included in $\Gamma$. It does limit prediction. A soft adhesive is viscoelastic, so $\Gamma$ can depend on peel speed and temperature, and a value found at one speed should not be carried to another without measurement.

The angle needs similar care. Changing $\theta$ can change the mixture of opening and shear at the front, mainly at small angles, where the film tension is large, and $\Gamma$ may change with it. The forces quoted for $30^\circ$, $60^\circ$ and $180^\circ$ assume that it does not. Measuring at several angles, at the same front speed and temperature, examines that assumption: if $(P/b)(1-\cos\theta)$ stays constant within the error, one value describes the data. This does not exclude yielding: with a rigid bond, a long arm and negligible stretching, the front curvature is the same at every angle for a given $\Gamma$, and so is the plastic work per area. Yielding has to be judged from the surface strain. If the value drifts, first check the angle setting, the arm length and, at small angles, stretching. A drift that remains may come from the interface itself, or from plastic bending of the film: a soft adhesive lets the film rotate at the front, which lowers the curvature there more at small angles than at large ones, so the plastic work then grows with the angle.

## Computed results

```
INPUTS (rough typical values)
peel force at 90 deg: 0.10 N
film width: 25 mm
film thickness: 50 um
Young modulus: 4.0 GPa
Poisson ratio: 0.35
density: 1400 kg/m^3
lamination tension: 100 N/m
yield strain: 2.0 %
free arm length: 100 mm
peel speed: 5.0 mm/s
RESULTS
force per width: 4.00 N/m
separation energy Gamma: 4.00 J/m^2
load work over 10 mm peeled: 1.00 mJ
area separated over 10 mm: 250 mm^2
30 deg: 1-cos = 0.1340, force = 0.7464 N
60 deg: 1-cos = 0.5000, force = 0.2000 N
90 deg: 1-cos = 1.0000, force = 0.1000 N
120 deg: 1-cos = 1.5000, force = 0.0667 N
180 deg: 1-cos = 2.0000, force = 0.0500 N
FIXED-GRIP CHECK
equilibrium peeled length: 97.86 mm
angle there: 80.94 deg
spring force there: 0.1187 N
G there: 4.0000 J/m^2
BENDING
bending stiffness per width: 4.748e-05 N m
bend length sqrt(B/N): 3.45 mm
stored bending energy per width: 8.07 mJ/m
arm of 1 bend lengths: G/(N(1-cos)) = 0.4452
arm of 3 bend lengths: G/(N(1-cos)) = 0.9864
arm of 10 bend lengths: G/(N(1-cos)) = 1.0000
root radius of curvature: 2.44 mm
root surface strain: 1.03 %
Gamma at which the root yields: 15.2 J/m^2
NEGLECTED TERMS AT 90 deg
stretching, no pre-tension: 4.00e-05 J/m^2 = 0.001 % of Gamma
stretching with lamination tension: 2.30e-02 J/m^2 = 0.58 % of Gamma
arm weight: 6.86e-02 J/m^2 = 1.7 % of Gamma
kinetic energy: 1.75e-06 J/m^2 = 4.4e-05 % of Gamma
angle error of 1 deg: 6.98e-02 J/m^2 = 1.7 % of Gamma
SMALL ANGLES (no pre-tension)
5 deg: inextensible 26.28 N, stretchable 17.88 N
30 deg: inextensible 0.7464 N, stretchable 0.746 N
stretchable film at 0 deg: 31.6 N
rough van der Waals work of adhesion: 0.05 J/m^2
Gamma over that work: 80
```
